# Silane depletion in plug flow with a first-order wall reaction, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From the wall reaction to the conversion

Silane gas enters a hot tube undiluted and deposits silicon on every hot surface it passes. The overall reaction is

\[
\mathrm{SiH_4(gas)\;\longrightarrow\;Si(film)+2\,H_2(gas)} .
\]

The problem is to find how much silane has been consumed after the gas has passed a given deposition area, and what this implies for the film thickness along the tube.

The flow is steady. The gas is ideal and has the same temperature \(T\) and pressure \(P\) everywhere. It moves as a plug: at each cross-section the composition is uniform, all species travel at the same axial speed, and there is no axial mixing. Silane is lost at the wall alone. The number of silane molecules consumed per unit wall area and time is \(k n_s\), where \(n_s\) is the local number density of silane. The constant \(k\) has the unit of a velocity and is the same on all surfaces. It describes the total consumption of silane at the wall, so any net gas motion to or from the wall is already included in the flux \(k n_s\).

Let \(N_0\) be the number of silane molecules fed per unit time. Let \(a\) be the deposition area passed since the inlet, counting every surface that takes film. The conversion \(X\) is the fraction of the fed silane that has been consumed after area \(a\), so that \(X=0\) at \(a=0\).

### (a) Express the local silane density through the conversion.

**Solution.** Of the silane fed per unit time, \(N_0X\) molecules have reacted before the gas reaches area \(a\). The silane flow that remains is therefore

\[
F_s=N_0-N_0X=N_0(1-X).
\]

Each reacted molecule has released two hydrogen molecules, and the feed contained none. The hydrogen flow is

\[
F_H=2N_0X .
\]

The silicon atoms have left the gas and do not contribute to its flow. The total molecular flow is the sum

\[
F_s+F_H=N_0(1-X)+2N_0X=N_0(1+X).
\]

One gas molecule disappears and two appear in each reaction event, a net gain of one. At complete conversion the molecular flow would be twice the feed.

In plug flow both species move at the same speed, so their densities stand in the same ratio as their flows. The silane fraction of the gas is

\[
y=\frac{F_s}{F_s+F_H}=\frac{1-X}{1+X}.
\]

The total number density of an ideal gas depends on pressure and temperature, but not on composition:

\[
n_0=\frac{P}{k_BT},
\]

where \(k_B\) is the Boltzmann constant. Since \(P\) and \(T\) are uniform, \(n_0\) is uniform too, and

\[
n_s=n_0\,\frac{1-X}{1+X}.
\]

The numerator describes the consumption of silane. The denominator describes its dilution by the added molecules: at fixed pressure the gas must expand, and the remaining silane is spread over a larger volume.

### (b) Find the relation between conversion and deposition area.

**Solution.** Consider the stretch of tube between areas \(a\) and \(a+da\). Silane enters it at the rate \(N_0(1-X)\) and leaves at the rate \(N_0(1-X-dX)\). In steady state the difference must equal the loss to the wall:

\[
N_0(1-X)-N_0(1-X-dX)=k n_s\,da .
\]

The left side is \(N_0\,dX\). Inserting the density from (a) gives

\[
N_0\frac{dX}{da}=k n_0\,\frac{1-X}{1+X}.
\]

The factors that contain \(X\) are moved to the left, and the others to the right:

\[
\frac{1+X}{1-X}\,dX=\frac{k n_0}{N_0}\,da .
\]

To integrate the left side, write its numerator as \(1+X=2-(1-X)\). Then

\[
\frac{1+X}{1-X}=\frac{2}{1-X}-1 .
\]

The integral of \(1/(1-X')\) from \(0\) to \(X\) is \(-\ln(1-X)\); the minus sign comes from the derivative of \(1-X'\). Hence

\[
\int_0^X\left(\frac{2}{1-X'}-1\right)dX'=-2\ln(1-X)-X .
\]

On the right, \(k\), \(n_0\) and \(N_0\) are constants, so the integral is \(k n_0a/N_0\). The result is

\[
\boxed{-2\ln(1-X)-X=B,\qquad B=\frac{k n_0a}{N_0}.}
\]

The combination on the left is proportional to the deposition area, and the proportionality constant is \(k n_0/N_0\). The parameter \(B\) has no unit. With the volume flow at the inlet, \(Q_0=N_0/n_0\), it can be written as \(B=ka/Q_0\).

The left side increases with \(X\), because its derivative \((1+X)/(1-X)\) is positive for \(0\le X<1\). Each area thus belongs to one conversion. The left side grows without bound as \(X\to1\), so complete conversion would need an infinite area in this model.

The shape of the tube has not entered. The area may be spread unevenly along the axis, and the flow section may vary, provided that the assumptions of plug flow and uniform pressure still hold. What matters is the accumulated area.

### (c) Derive the same law by following a small parcel of gas. What do its two terms mean?

For this part, let the total deposition area \(A\) be spread evenly over a length \(L\), and let the flow cross-section \(S\) be constant.

**Solution.** Take the gas admitted during a time \(\delta t\), short enough for the composition to be uniform within the parcel. It initially holds \(N_0\delta t\) silane molecules. The duration \(\delta t\) cancels from the results below, so a numerical solution of these equations may use any value for it, even one too long for a real parcel to be uniform. At a later time \(t\) the parcel holds \(M_s\) silane molecules and occupies a volume \(V\). Its length is \(V/S\), and the area that it wets is

\[
\frac{V}{S}\,\frac{A}{L}.
\]

The silane density in the parcel is \(M_s/V\). Its loss rate is therefore

\[
\frac{dM_s}{dt}=-k\,\frac{M_s}{V}\,\frac{VA}{SL}=-\kappa M_s,
\qquad \kappa=\frac{kA}{SL}.
\]

The volume cancels. When the parcel expands, its silane becomes less dense, but the parcel touches more wall in the same proportion. In time, the silane therefore decays exponentially:

\[
1-X=\frac{M_s}{N_0\delta t}=e^{-\kappa t}.
\]

The expansion affects the speed. In steady flow every parcel takes the same time \(\delta t\) to pass a fixed cross-section, so its speed is its length divided by \(\delta t\):

\[
u=\frac{V}{S\,\delta t}.
\]

By the ideal gas law, \(V\) is proportional to the number of molecules, which has grown by the factor \(1+X\). With the inlet speed \(u_0=N_0/(n_0S)\),

\[
u=u_0(1+X)=u_0\left(2-e^{-\kappa t}\right).
\]

Here \(X=1-e^{-\kappa t}\) was used. The distance travelled is the time integral of the speed:

\[
z=u_0\int_0^t\left(2-e^{-\kappa t'}\right)dt'
=u_0\left[2t-\frac{1-e^{-\kappa t}}{\kappa}\right].
\]

Multiplying by \(\kappa/u_0\), and recognising \(1-e^{-\kappa t}=X\), one obtains

\[
\frac{\kappa z}{u_0}=2\kappa t-X .
\]

The exponential decay gives \(\kappa t=-\ln(1-X)\). For the left side, insert \(\kappa\) and \(u_0\):

\[
\frac{\kappa z}{u_0}=\frac{kA}{SL}\,z\,\frac{n_0S}{N_0}
=\frac{k n_0}{N_0}\,\frac{Az}{L}=B,
\]

because \(Az/L\) is the area passed up to position \(z\). The law of (b) follows again.

The two terms now have a kinematic meaning. The gas speed tends to \(2u_0\) when nearly all silane has reacted. A gas moving at \(2u_0\) from the start would cover the distance \(2u_0t\), which gives the logarithmic term. The real parcel starts at \(u_0\) and falls behind by \(u_0X/\kappa\), which gives the term \(-X\). The transit time follows as well:

\[
t=-\frac{\ln(1-X)}{\kappa}.
\]

### (d) Solve the law for the conversion.

**Solution.** Let \(s=1-X\) be the fraction of silane left. The law becomes

\[
-2\ln s-(1-s)=B
\quad\Longrightarrow\quad
-2\ln s+s=B+1 .
\]

Division by \(-2\) gives

\[
\ln s-\frac{s}{2}=-\frac{B+1}{2},
\]

and exponentiation gives

\[
s\,e^{-s/2}=e^{-(B+1)/2}.
\]

Multiply both sides by \(-\tfrac12\) and set \(w=-s/2\):

\[
w\,e^{w}=-\tfrac12e^{-(B+1)/2}.
\]

The Lambert function \(W\) is defined as the solution \(w=W(q)\) of \(we^w=q\). For negative \(q>-1/e\) it has two real branches: the principal branch \(W_0\), with \(w>-1\), and another with \(w<-1\). Physically \(0<s\le1\), so \(-\tfrac12\le w<0\), which selects \(W_0\). The other branch would give \(s>2\), more silane than was fed. Therefore

\[
X=1+2W_0\!\left(-\tfrac12e^{-(B+1)/2}\right).
\]

At \(B=0\) the argument is \(-\tfrac12e^{-1/2}\), for which \(W_0=-\tfrac12\), and \(X=0\) as required.

The law and this inverse were tested against a direct integration of the silane and hydrogen flows over area, which does not use \(X\) as a variable. For \(B=0.1\), \(0.585\) and \(3\), the values of both \(B\) and \(X\) agreed to within \(10^{-7}\).

### (e) How does the law change when the silane is diluted?

Let the feed have a total molecular flow \(N_t\), of which a fraction \(y_0\) is silane. The rest is a carrier gas that neither reacts nor changes \(k\).

**Solution.** The flows after conversion \(X\) are \(y_0N_t(1-X)\) of silane, \(2y_0N_tX\) of released hydrogen and \((1-y_0)N_t\) of carrier. Their sum is

\[
N_t\left[y_0-y_0X+2y_0X+1-y_0\right]=N_t(1+y_0X).
\]

The silane density is then

\[
n_s=n_0\,\frac{y_0(1-X)}{1+y_0X},
\]

and the wall balance reads

\[
y_0N_t\frac{dX}{da}=k n_0\,\frac{y_0(1-X)}{1+y_0X}.
\]

The factor \(y_0\) cancels on the two sides, but remains in the denominator. Separation gives

\[
\frac{1+y_0X}{1-X}\,dX=\frac{k n_0}{N_t}\,da .
\]

Since \(1+y_0X=(1+y_0)-y_0(1-X)\), the integrand equals \((1+y_0)/(1-X)-y_0\). Integration from zero gives

\[
-(1+y_0)\ln(1-X)-y_0X=\frac{k n_0a}{N_t}.
\]

For \(y_0=1\) this is the law of (b). For \(y_0\to0\) it becomes \(-\ln(1-X)=k n_0a/N_t\), or

\[
X_{\rm dil}=1-e^{-B},\qquad B=\frac{k n_0a}{N_t}.
\]

In the dilute limit the added hydrogen hardly changes the total flow, and the usual exponential decay with area results. The two limits can be compared at equal \(B\) by holding \(k\), \(T\), \(P\), the area and the total molecular feed fixed.

### (f) Examine small and large deposition areas.

**Solution.** For small \(X\), use \(-\ln(1-X)=X+X^2/2+X^3/3+\dots\). Then

\[
B=2\left(X+\frac{X^2}{2}+\frac{X^3}{3}\right)-X+\dots
=X+X^2+\frac23X^3+\dots
\]

To invert the series, set \(X=B+c_2B^2+c_3B^3+\dots\). The terms in \(B^2\) require \(c_2+1=0\), so \(c_2=-1\). The terms in \(B^3\) require \(c_3+2c_2+\tfrac23=0\), so \(c_3=\tfrac43\). Thus

\[
X=B-B^2+\frac43B^3+\dots
\]

The dilute result is \(X_{\rm dil}=B-B^2/2+\dots\). At second order, therefore, half of the reduction below \(X=B\) comes from consumption of silane and half from its dilution by hydrogen.

For large \(B\), little silane is left and \(s\) can be neglected beside \(B+1\) in \(-2\ln s+s=B+1\). This leaves

\[
1-X\simeq e^{-(B+1)/2}.
\]

The exponent grows with \(B\) half as fast as in the dilute case. The remaining silane is carried in a flow of nearly \(2N_0\) molecules per unit time, so its density is nearly half of what the same silane flow would have in a total flow of \(N_0\).

Direct integration of the flows gives \((B-X)/B^2=0.9987\) at \(B=10^{-3}\), in agreement with \(1-\tfrac43B\). Between \(B=12\) and \(B=16\) the mean slope of \(\ln(1-X)\) is \(-0.5002\). The small excess over one half comes from the neglected \(s\).

## Part II. Film growth in a wafer tube and the limits of the law

Here \(X\) is the fraction of silane consumed after deposition area \(a\), \(N_0\) the silane feed in molecules per time, \(k\) the wall rate constant and \(n_0=P/(k_BT)\) the total gas density. Part I gave, for an undiluted feed,

\[
-2\ln(1-X)-X=B=\frac{k n_0a}{N_0},\qquad
y=\frac{n_s}{n_0}=\frac{1-X}{1+X},
\]

where \(n_s\) is the silane density. For highly diluted silane the law is \(-\ln(1-X)=B\). A gas parcel loses silane in time as \(e^{-\kappa t}\), with \(\kappa=kA/(SL)\), where \(A\) is the total deposition area, \(L\) its length along the tube and \(S\) the flow section. From here on, \(B\) without further mention refers to the whole area \(A\).

### (g) Find the growth rate along the tube and its mean over the area.

**Solution.** Each consumed silane molecule adds one silicon atom to the film. If the film contains \(n_{\rm Si}\) atoms per volume, its thickness grows at the rate

\[
G=\frac{k n_s}{n_{\rm Si}}=G_0\,\frac{1-X}{1+X},\qquad
G_0=\frac{k n_0}{n_{\rm Si}}.
\]

Near the inlet, \((1-X)/(1+X)\simeq1-2X\). The growth rate falls twice as fast with conversion as the silane flow does.

The area mean follows from the atom balance. The silicon deposited per unit time is the silane lost by the gas:

\[
n_{\rm Si}\int_0^A G\,da=N_0X,
\]

with \(X\) taken at the outlet. Division by \(n_{\rm Si}A\), and the use of \(N_0=k n_0A/B\), give

\[
\bar G=\frac{N_0X}{n_{\rm Si}A}=\frac{k n_0}{n_{\rm Si}}\,\frac{X}{B}=G_0\frac{X}{B}.
\]

If the growth rate at the outlet is to lie no more than a fraction \(\delta\) below that at the inlet, then \((1-X)/(1+X)\ge1-\delta\). Multiplying out gives \(1-X\ge1-\delta+(1-\delta)X\), hence \(X\le\delta/(2-\delta)\). This rule holds for an undiluted feed, uniform temperature and the other assumptions of the model.

### (h) Evaluate the law for a tube loaded with wafers.

Take \(T=893\) K, \(P=0.50\) Torr, a feed of 300 sccm (cubic centimetres per minute at 0 °C and 1 atm) and \(k=0.25\) cm/s. The load is 150 wafers of 150 mm diameter, standing across the axis of a tube of 18 cm inner diameter over a length of 90 cm. Gas flows along the annulus between the wafer edges and the tube, and diffuses into the gaps between wafers.

This part has derived how silane conversion and film growth rate depend on the deposition area passed, for a first-order wall reaction in plug flow at uniform temperature and pressure. It remains to evaluate the law for the wafer tube just specified and to examine where its assumptions fail.

All numerical values are calculated from the stated model.
